\section*{Why a Rotated Collinear Four-Point Probe Misses Sheet Anisotropy}

\section{The decision: which sheet resistance enters the design}

A long film resistor is designed by multiplying its length-to-width ratio by a sheet resistance. Suppose a collinear four-point probe reads 30 ohm/sq on a wide film, and still reads 30 ohm/sq after it has been turned through 90 degrees. May the designer use 30 ohm/sq for resistors running in either direction?

The answer is no. A film with 20 ohm/sq along one axis and 45 ohm/sq along the other gives the same readings. Using 30 ohm/sq would overestimate a resistor along the first axis by 50\% of its true value, and underestimate one along the second by 33\%.

The sheet is taken as homogeneous, ohmic, infinitely wide and in zero magnetic field. It is thin enough for the potential $\phi$ to depend on $x$ and $y$ alone, and the pins are point contacts. The symbol $\mathbf K$ denotes current per unit width and $\mathbf E=-\nabla\phi$ the in-plane field.

\section{Starting case: an isotropic sheet}

Let the sheet resistance be $R$, so that $\mathbf E=R\mathbf K$. A current $I$ injected at one point spreads equally in all directions. It crosses a circle of circumference $2\pi r$, hence
\begin{equation}
K_r=\frac{I}{2\pi r},\qquad E_r=\frac{IR}{2\pi r},\qquad
\phi=-\frac{IR}{2\pi}\ln r+\text{constant}.
\end{equation}

Current enters at pin 1 and leaves at pin 4. The voltage is $V=\phi(2)-\phi(3)$, and $d_{ij}$ is the distance between pins $i$ and $j$. Pin 4 is a source of strength $-I$, so
\begin{align}
\phi(2)&=-\frac{IR}{2\pi}(\ln d_{12}-\ln d_{24})+\text{constant},\\
\phi(3)&=-\frac{IR}{2\pi}(\ln d_{13}-\ln d_{34})+\text{constant}.
\end{align}
Subtraction removes the constant:
\begin{equation}
\frac VI=\frac R{2\pi}\ln\frac{d_{13}d_{24}}{d_{12}d_{34}}.
\label{iso}
\end{equation}
For equal spacing $s$, the distances are $d_{12}=d_{34}=s$ and $d_{13}=d_{24}=2s$. The logarithm is $\ln4=2\ln2$, and $R=(\pi/\ln2)V/I$. This conversion defines the apparent sheet resistance below.

\section{One pin on an anisotropic sheet}

Choose $x$ and $y$ along the principal axes, with sheet resistances $R_x$ and $R_y$. Ohm's law is
\begin{equation}
K_x=-\frac{\phi_x}{R_x},\qquad K_y=-\frac{\phi_y}{R_y},
\end{equation}
where subscripts on $\phi$ denote derivatives. Conservation of current, $\nabla\cdot\mathbf K=I\delta(x)\delta(y)$, gives
\begin{equation}
\frac{\phi_{xx}}{R_x}+\frac{\phi_{yy}}{R_y}=-I\delta(x)\delta(y).
\end{equation}

Set $u=\sqrt{R_x}\,x$ and $v=\sqrt{R_y}\,y$. Then $\phi_{xx}=R_x\phi_{uu}$ and $\phi_{yy}=R_y\phi_{vv}$, so the coefficients on the left cancel. On the right, $\delta(x)=\sqrt{R_x}\,\delta(u)$ and $\delta(y)=\sqrt{R_y}\,\delta(v)$. Therefore
\begin{equation}
\phi_{uu}+\phi_{vv}=-IR_g\delta(u)\delta(v),\qquad R_g=\sqrt{R_xR_y}.
\end{equation}
This is the isotropic problem with $R_g$ in place of $R$. Its solution is
\begin{equation}
\phi=-\frac{IR_g}{2\pi}\ln\rho+\text{constant},\qquad
\rho^2=R_xx^2+R_yy^2.
\label{point}
\end{equation}
Units inside the logarithm affect only the constant.

For a source and a sink together, we require the field to vanish at infinity. If two potentials satisfy the same equation, their difference is harmonic throughout the $(u,v)$ plane. Each component of its gradient is also harmonic and vanishes at infinity, so by the maximum principle it is zero everywhere. The potential is thus unique up to a constant.

\subsection*{Where the current goes}

Differentiating equation (\ref{point}) gives $\phi_x=-(IR_g/2\pi)R_xx/\rho^2$, and similarly for $y$. Ohm's law divides out $R_x$ and $R_y$:
\begin{equation}
(K_x,K_y)=\frac{IR_g}{2\pi}\frac{(x,y)}{\rho^2}.
\end{equation}
The current is radial, although unequal in different directions. At angle $\theta$ from $x$, $\rho^2=r^2R_\theta$ with
\begin{equation}
R_\theta=R_x\cos^2\theta+R_y\sin^2\theta.
\end{equation}
Hence
\begin{equation}
K_r=\frac{IR_g}{2\pi rR_\theta},\qquad
E_r=R_\theta K_r=\frac{IR_g}{2\pi r}.
\label{radial}
\end{equation}
A direction with a larger resistance receives proportionally less current. The two factors cancel in the radial field, which is the same in every direction.

The total current fixes the prefactor. With $t=\tan\theta$,
\begin{equation}
\int_0^{2\pi}\frac{d\theta}{R_\theta}
=4\int_0^\infty\frac{dt}{R_x+R_yt^2}=\frac{2\pi}{R_g},
\end{equation}
so $\int_0^{2\pi}K_r\,r\,d\theta=I$, as required. When $R_x=R_y=R$, equation (\ref{radial}) returns to the isotropic result.

For $R_x=20$ and $R_y=45$ ohm/sq, $R_g=\sqrt{20\times45}=30$ ohm/sq. At 1 mm from a pin carrying 1 mA, the current density is 0.2387 mA/mm along $x$ and 0.1061 mA/mm along $y$. Multiplication by 20 and 45 ohm/sq gives 4.77 mV/mm in both cases.

\section{Four pins on a line at any angle}

Repeating the subtraction that led to equation (\ref{iso}), now with the potential (\ref{point}), gives for any four positions
\begin{equation}
\frac VI=\frac{R_g}{2\pi}\ln\frac{\rho_{13}\rho_{24}}{\rho_{12}\rho_{34}}.
\label{general}
\end{equation}
If all four pins lie on a line at angle $\theta$, every separation satisfies $\rho_{ij}=\sqrt{R_\theta}\,d_{ij}$. Two factors of $\sqrt{R_\theta}$ in the numerator cancel two in the denominator:
\begin{equation}
\boxed{\frac VI=\frac{R_g}{2\pi}\ln\frac{d_{13}d_{24}}{d_{12}d_{34}}},\qquad
\frac{\pi}{\ln2}\frac VI=R_g\quad\text{(equal spacing)}.
\label{main}
\end{equation}
Nothing here required the current pins to be the outer ones or the spacings to be equal. Interchanging roles or changing spacings along the line therefore gives $R_g$ again, and no separate value of $R_x$ or $R_y$. The exception is an arrangement whose logarithm is zero: its reading vanishes on every such sheet and gives no resistance at all.

The radial field gives the same result directly. Between pins 2 and 3, the source contributes
\begin{equation}
\int_s^{2s}\frac{IR_g}{2\pi r}\,dr=\frac{IR_g}{2\pi}\ln2.
\end{equation}
The sink contributes an equal drop of the same sign. Their sum is $IR_g\ln2/\pi$, which is 6.62 mV for the example at 1 mA.

\subsection*{A comparison without the logarithmic potential}

An infinite square mesh of resistors, 20 ohm along $x$ and 45 ohm along $y$, has the same principal sheet resistances when viewed over many cells. Kirchhoff's current law at node $(m,n)$ reads
\begin{equation}
\begin{aligned}
&\frac{2\phi_{m,n}-\phi_{m+1,n}-\phi_{m-1,n}}{R_x}\\
&\quad+\frac{2\phi_{m,n}-\phi_{m,n+1}-\phi_{m,n-1}}{R_y}=I_{m,n},
\end{aligned}
\end{equation}
with $I_{m,n}$ the injected current. These equations were solved for pins 60 cells apart:
\begin{center}
\begin{tabular}{ccc}
Angle (deg) & $R_\theta$ (ohm/sq) & Probe reading (ohm/sq)\\
0 & 20 & 30.002\\
36.87 & 29 & 29.999\\
53.13 & 36 & 30.000\\
90 & 45 & 30.000
\end{tabular}
\end{center}
The largest deviation from $R_g$ is $7.2\times10^{-5}$ of $R_g$. The arithmetic mean, 32.5 ohm/sq, is excluded.

The middle column is what a long, narrow strip cut at angle $\theta$ would show. Its edges force the current along the strip, and the component of $\mathbf E$ in that direction is $R_\theta K$. The wide sheet lets the current choose its own distribution, and this freedom removes $R_\theta$ from the probe reading.

\subsection*{The limit of very strong anisotropy}

Let $R_y\gg R_x$ and place the probe along $x$. Near this axis $R_\theta\simeq R_x+R_y\theta^2$, so the current is concentrated within angles of order $\sqrt{R_x/R_y}$. At distance $s$ the beam has a width of order $s\sqrt{R_x/R_y}$. The reading still rises as $\sqrt{R_y}$, even though the current flows mainly along $x$, because a larger $R_y$ narrows the beam and raises its density. The continuum result fails once this width is no longer large compared with the contacts or the film's internal structure.

\section{Leaving the line: a square array}

The cancellation used one common direction. In a square of side $a$ aligned with the axes, the four separations used lie along one side direction and two diagonals. Current enters at $A=(0,0)$ and leaves at $B=(a,0)$. The voltage is the potential at $D=(0,a)$ minus that at $C=(a,a)$. The scaled distances are
\begin{equation}
\rho_{AD}^2=\rho_{BC}^2=a^2R_y,\qquad
\rho_{AC}^2=\rho_{BD}^2=a^2(R_x+R_y).
\end{equation}
Equation (\ref{general}), with pins 1, 2, 3, 4 at $A$, $D$, $C$, $B$, gives
\begin{equation}
Z_x=\frac VI=\frac{R_g}{2\pi}\ln\frac{\rho_{AC}\rho_{BD}}{\rho_{AD}\rho_{BC}}
=\frac{R_g}{2\pi}\ln\left(1+\frac{R_x}{R_y}\right).
\end{equation}
Turning the square by 90 degrees exchanges $R_x$ and $R_y$. In the isotropic limit both readings become $R\ln2/(2\pi)$.

In the example the readings are 1.756 ohm with the current pins along $x$ and 5.628 ohm with them along $y$. A quarter turn of this aligned square reveals the anisotropy clearly. With the sides at 45 degrees to the axes, the same turn would leave the reading unchanged: the scaled sides are then equal, and the turn only exchanges the two scaled diagonals, whose product enters the logarithm. With the axes known, one square reading and the collinear value suffice:
\begin{equation}
\frac{R_x}{R_y}=e^{2\pi Z_x/R_g}-1
=e^{2\pi(1.7558)/30}-1=0.444.
\end{equation}
Then $R_x=R_g\sqrt{0.444}=20$ ohm/sq and $R_y=R_g/\sqrt{0.444}=45$ ohm/sq. The same inversion applied to the resistor-mesh readings returned 20.002 and 45.003 ohm/sq.

\section{A probe that is almost collinear}

Let pin 2 be displaced sideways by $\delta$. For a separation with component $p$ along the line and $q$ across it, with $q$ and $\delta$ counted positive along $(-\sin\theta,\cos\theta)$,
\begin{equation}
\rho^2=R_\theta p^2+2R_{12}pq+R_\perp q^2,\qquad
R_{12}=(R_y-R_x)\sin\theta\cos\theta,
\end{equation}
where $R_\perp=R_x\sin^2\theta+R_y\cos^2\theta$. The separation from pin 1 to pin 2 is $(p,q)=(s,\delta)$, and from pin 2 to pin 4 it is $(2s,-\delta)$. To first order in $\delta/s$,
\begin{equation}
\Delta\ln\rho_{12}=\frac{R_{12}}{R_\theta}\frac\delta s,\qquad
\Delta\ln\rho_{24}=-\frac{R_{12}}{R_\theta}\frac\delta{2s}.
\end{equation}
The logarithm in equation (\ref{general}) contains $\ln\rho_{24}-\ln\rho_{12}$. Dividing its change by the unperturbed value $\ln4$ gives the relative error of the reading:
\begin{equation}
\frac{\Delta V}{V}=-\frac{3}{2\ln4}\frac{R_{12}}{R_\theta}\frac\delta s.
\end{equation}

With $t=\tan\theta$, $R_{12}/R_\theta=(R_y-R_x)t/(R_x+R_yt^2)$. Setting the derivative to zero gives $t^2=R_x/R_y$, and the largest magnitude is $|R_y-R_x|/(2R_g)=25/60=0.417$. For $s=1$ mm and $\delta=10$ $\mu$m, the swing is
\begin{equation}
\pm\frac{1.5\times0.010\times0.417}{1.386}=\pm0.45\%
\end{equation}
of $R_g$. A sweep over angle with the full logarithms gives the same value. In an isotropic sheet $R_{12}=0$, and this pin error changes the reading by only $-0.0027\%$. A fixed sideways error thus makes a nominally collinear probe weakly sensitive to anisotropy.

\section{Finite sheets, pins, thickness and heating}

An insulated edge also breaks the argument. In the $(u,v)$ plane a circular sheet becomes an ellipse, and turning the probe changes its direction relative to that ellipse. The boundary problem was solved for a centred probe with 1 mm spacing. Errors are relative to $R_g$:
\begin{center}
\begin{tabular}{lcc}
Sheet diameter & Line along $x$ & Line along $y$\\
100 mm & $+0.05\%$ & $+0.17\%$\\
20 mm & $+1.34\%$ & $+4.27\%$
\end{tabular}
\end{center}
Reducing the diameter fivefold raises both errors about 25-fold, consistent with an inverse-square dependence. On the small coupon, rotation changes the reading from 30.40 to 31.28 ohm/sq. The orientation-independent result therefore belongs to the wide sheet.

Metal pins hold the film beneath them at one potential. For round contacts of 25 $\mu$m radius, the calculated errors are $-0.19\%$ along $x$ and $-0.08\%$ along $y$. Doubling the radius multiplied each error by a factor between 3.7 and 4.3, consistent with growth as the square of the radius.

Consider a film of thickness $t_f$ whose normal is a principal axis of the resistivity. Potential variations through the depth then have the form $f(x,y)\cos(n\pi z/t_f)$, with $n\geq1$, because no current crosses the faces away from the pins. If the vertical resistivity equals that along the probe line, current conservation makes the slowest of them decay as $e^{-\pi r/t_f}$, apart from a slowly varying factor. For $t_f=100$ nm and $r=1$ mm the exponent is $-31\,416$, so the sheet description is safe at this spacing.

Heating can be estimated from the power per area $R_\theta K_r^2$. Integrating from the contact radius $b$ to $s$, and using the angular integral above, gives
\begin{equation}
P=\frac{I^2R_g}{2\pi}\ln\frac sb=17.6\ \mu\text{W}
\end{equation}
near one pin. This heat is generated in the film around the contact and really enters the glass over a wider area. For a deliberately high estimate of the warming, let all of it enter glass of conductivity $\kappa$ through the contact disc with flux $q(r)=P/(2\pi b\sqrt{b^2-r^2})$. Each element $dA$ warms the centre by $q\,dA/(2\pi\kappa r)$, so
\begin{equation}
\Delta T=\frac1\kappa\int_0^bq\,dr=\frac{P}{4\kappa b}\approx0.18\ \text{K}
\end{equation}
for a rough $\kappa=1$ W/(m K). A rough temperature coefficient of $10^{-3}$ per kelvin turns this into a resistance change of about 0.02\%. Heat generated by contact resistance is not included.

\section{Beside a real film}

The parameters are round illustrative values, not measurements. They are meant to suggest chromium deposited obliquely on glass, where inclined columns can make the two in-plane directions unequal. Such columns can also tilt a principal axis away from the film normal, a case the thickness estimate above does not cover. At 100 nm thickness the chosen sheet resistances correspond to resistivities of 200 and 450 $\mu\Omega$ cm, far above the resistivity of dense bulk chromium. Such values suppose a porous, columnar film, and the ratio of 2.25 represents strong anisotropy. Real samples are not infinitely wide: for these parameters a 20 mm coupon moves the reading of a centred probe by up to 4.3\%, against 0.17\% for a 100 mm wafer. Oblique deposition can also leave a thickness gradient. At fixed resistivity, a 1\% local increase in thickness lowers both principal sheet resistances, and hence $R_g$, by about 1\%.

For the resistor design, an unchanged reading on a wide film supports the value $R_g$ and says nothing about the ratio $R_x/R_y$. Long strips cut along the two axes, or a square array aligned with them on a wide film, supply the missing information. The square inversion assumes an infinite sheet. On a 20 mm coupon with a 1 mm square, uncorrected edge effects shift the recovered resistances by a few per cent, up to about 6\%. The numerical output lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Principal sheet resistance R_x: 20.0 ohm/sq
Principal sheet resistance R_y: 45.0 ohm/sq
Geometric mean R_g: 30.000 ohm/sq
Arithmetic mean: 32.500 ohm/sq
Pin spacing: 1.0 mm; current: 1.0 mA
Film thickness: 100 nm
Resistivity along x: 200 uohm cm
Resistivity along y: 450 uohm cm
Probe V/I, equal spacing: 6.6191 ohm
Probe voltage: 6.6191 mV
Total current through circle / injected: 1.00000000
One pin, 1 mm along x: K = 0.2387 mA/mm, E = 4.7746 mV/mm
One pin, 1 mm along y: K = 0.1061 mA/mm, E = 4.7746 mV/mm
Angle 0.00 deg: R_theta = 20.00, mesh probe reading = 30.0022 ohm/sq
Angle 36.87 deg: R_theta = 29.00, mesh probe reading = 29.9991 ohm/sq
Angle 53.13 deg: R_theta = 36.00, mesh probe reading = 29.9995 ohm/sq
Angle 90.00 deg: R_theta = 45.00, mesh probe reading = 30.0001 ohm/sq
Largest relative mesh deviation from R_g: 7.2e-05
Square array, current pins along x: 1.7558 ohm
Square array, current pins along y: 5.6277 ohm
Same from mesh: 1.7559, 5.6284 ohm
Recovered from mesh: R_x = 20.002, R_y = 45.003 ohm/sq
100 mm wafer edge, line along x: 30.0160 ohm/sq, error +0.053 %
100 mm wafer edge, line along y: 30.0516 ohm/sq, error +0.172 %
20 mm coupon edge, line along x: 30.4009 ohm/sq, error +1.336 %
20 mm coupon edge, line along y: 31.2814 ohm/sq, error +4.271 %
25 um radius contacts, line along x: 29.9423 ohm/sq, error -0.192 %
25 um radius contacts, line along y: 29.9756 ohm/sq, error -0.081 %
Sideways error of pin 2: 10 um
Resulting swing with angle: +/- 0.451 %
First-order formula for swing: +/- 0.451 %
Same pin error, isotropic sheet: -0.0027 %
Thickness correction ~ exp(-31416), if the vertical resistivity equals that along the line
Rough glass conductivity: 1.0 W/(m K)
Rough temperature coefficient: 1e-03 1/K
Film heat near one pin: 17.6 uW
Estimated warming at pin: 0.18 K
Estimated resistance change: 0.018 %
\end{verbatim}
